# Linewidth bias from a small angular spread in grating reflectometry

## What goes wrong

A scatterometer finds the width of the lines in a grating by comparing a measured reflectance with a computed one. Suppose the computation is made for a single angle of incidence, while the light is focused on a small target and arrives over a range of angles. Averaging over that range changes the reflectance slightly. The fit does not know about the averaging, so it changes the linewidth until the computed reflectance agrees. The agreement can be perfect and the width wrong. For the resist-like grating treated below, a spread of \(\pm3^\circ\) shifts the reported width by \(-0.165\) nm, and repeating the measurement does not reduce this error.

## Setting and leading order

Let \(R(\theta,w)\) be the fraction of the power of a plane wave, incident at angle \(\theta\) from the normal, that goes into the specular (zero-order) beam of a grating with linewidth \(w\). Four assumptions define the problem.

1. The incident power is spread uniformly over \(\theta_0-\delta\le\theta\le\theta_0+\delta\), within the plane of incidence.
2. The detector collects the whole specular beam, so the powers at different angles add.
3. \(R\) is smooth across the range.
4. Everything except \(w\) is known, and the analysis uses the single angle \(\theta_0\).

Angles are in radians in all formulas. Primes denote derivatives with respect to \(\theta\), subscripts \(w\) derivatives with respect to width, all taken at \(\theta_0\) and the true width \(w\).

With \(\theta=\theta_0+u\), the measured reflectance is

\[
\bar R=\frac1{2\delta}\int_{-\delta}^{\delta}R(\theta_0+u,w)\,du .
\]

Expand the integrand:

\[
R(\theta_0+u)=R+R'u+\tfrac12R''u^2+\tfrac16R'''u^3+\tfrac1{24}R''''u^4+\dots
\]

The odd powers integrate to zero over the symmetric interval. The even ones need

\[
\langle u^2\rangle=\frac1{2\delta}\,\frac{2\delta^3}{3}=\frac{\delta^2}{3},\qquad
\langle u^4\rangle=\frac1{2\delta}\,\frac{2\delta^5}{5}=\frac{\delta^4}{5}.
\]

The shift \(S=\bar R-R\) is therefore

\[
S=\frac{\delta^2R''}{6}+\frac{\delta^4R''''}{120}+O(\delta^6).
\]

The factor 6 is the 2 of the Taylor series times the 3 of the mean square.

The single-angle analysis returns a width \(w+\Delta w\) that satisfies \(R(\theta_0,w+\Delta w)=\bar R\). To first order the left side is \(R+R_w\Delta w\), so \(R_w\Delta w=S\). Keeping the leading part of \(S\),

\[
\boxed{\;\Delta w\simeq D=\frac{\delta^2R''}{6R_w}\;}\qquad\text{(fitted minus true)}.
\]

The slope \(R'\) is absent because the two halves of the range cancel its effect. If \(R''>0\), averaging raises the reflectance. If also \(R_w<0\), the fit explains the rise by a narrower line, and the bias is negative.

## The first correction

Two effects enter at the next order: the fourth angular derivative, and the curvature of \(R\) as a function of width. Keep both:

\[
R_w\Delta w+\tfrac12R_{ww}\Delta w^2=\frac{\delta^2R''}{6}+\frac{\delta^4R''''}{120}+O(\delta^6).
\]

The cubic term in \(\Delta w\) is of order \(\delta^6\), because \(\Delta w\) itself is of order \(\delta^2\). Put \(\Delta w=D+D_1\), with \(D_1\) of order \(\delta^4\). Then \(\Delta w^2=D^2+O(\delta^6)\). The terms of order \(\delta^2\) cancel by the definition of \(D\), and those of order \(\delta^4\) give

\[
R_wD_1+\tfrac12R_{ww}D^2=\frac{\delta^4R''''}{120}
\quad\Rightarrow\quad
D_1=\frac{\delta^4R''''}{120R_w}-\frac{R_{ww}D^2}{2R_w}.
\]

Dividing by \(D\) gives the relative correction. In the first term, \(6/120=1/20\):

\[
\frac{D_1}{D}=\frac{\delta^2R''''}{20R''}-\frac{R_{ww}D}{2R_w}.
\]

The first part compares \(\delta\) with the angular scale \(\sqrt{|R''/R''''|}\) on which the curvature changes. The second compares the bias with the width change over which the sensitivity varies. Both must be small. If \(R''\) vanishes at \(\theta_0\), the relative form is useless, and \(\delta^4R''''/(120R_w)\) becomes the leading bias.

### A fringe, and the opposite limit

An interference fringe \(R=A+B\cos\kappa\theta\) can be averaged in closed form:

\[
\bar R=A+B\cos(\kappa\theta_0)\,\frac{\sin\kappa\delta}{\kappa\delta}.
\]

For \(\kappa\delta\ll1\), \(\sin x/x=1-x^2/6+x^4/120-\dots\) reproduces the two terms of \(S\), since \(R''=-\kappa^2B\cos\kappa\theta_0\) and \(R''''=\kappa^4B\cos\kappa\theta_0\). For \(\kappa\delta\gg1\) the fringe is washed out and \(S\to-B\cos\kappa\theta_0\). The shift then saturates, while the quadratic estimate keeps growing. The estimate thus belongs to ranges much narrower than a fringe.

## Worked example

The grating has period 100 nm, linewidth 50 nm and height 100 nm, with rectangular lines of index 1.6 on a substrate of index \(3.9+0.02i\). The wavelength is 633 nm, \(\theta_0=65^\circ\), and the electric field points along the lines. The half-width is \(3^\circ\), so \(\delta=0.05236\) and \(\delta^2=2.7416\times10^{-3}\).

The reflectance follows from Maxwell's equations, with the fields expanded in 11 Fourier orders across the period. This gives \(R=0.37322\); a separate finite-difference solution in real space gives the same five digits. The derivatives are

\[
R'=0.7156,\quad R''=2.1760,\quad R''''=14.66,
\]

per radian to the corresponding power, and

\[
R_w=-0.006028\ \text{nm}^{-1},\qquad R_{ww}=-4.294\times10^{-6}\ \text{nm}^{-2}.
\]

These are the values for 11 orders. All are stable to the digits shown when more orders are used, except \(R_{ww}\), which settles at \(-4.44\times10^{-6}\) nm\(^{-2}\), 3% larger in size. This moves the refitted bias below by only 0.00001 nm, from \(-0.16511\) to \(-0.16512\) nm.

The leading shift and bias are

\[
\frac{\delta^2R''}{6}=\frac{2.7416\times10^{-3}\times2.1760}{6}=9.94\times10^{-4},
\]

\[
D=\frac{9.94\times10^{-4}}{-0.006028\ \text{nm}^{-1}}=-0.165\ \text{nm}=-165\ \text{pm}.
\]

Numerical averaging gives a shift of \(9.95\times10^{-4}\). For the correction, \(\delta^4=7.516\times10^{-6}\), so

\[
\frac{\delta^4R''''}{120R_w}=\frac{7.516\times10^{-6}\times14.66}{120\times(-0.006028)}\ \text{nm}=-0.00015\ \text{nm},
\]

and the width-curvature term is \(-0.00001\) nm. Together they are 0.1% of \(D\). This fits the angular scale \(\sqrt{2.1760/14.66}=0.385\) rad, or \(22^\circ\), which is far wider than \(3^\circ\). With both terms the predicted bias is \(-0.16511\) nm. Averaging \(R\) numerically and solving for the width without any expansion gives the same value. These digits check the asymptotics; they do not express how well a real grating is known.

| Half-width | Estimate \(D\) | Full refit |
|---|---|---|
| 1.5° | −0.0412 nm | −0.0412 nm |
| 3° | −0.1650 nm | −0.1651 nm |
| 6° | −0.6598 nm | −0.6624 nm |

Doubling \(\delta\) from \(3^\circ\) to \(6^\circ\) multiplies \(D\) by 4 and \(D_1\) by 16. The predicted correction at \(6^\circ\) is \(16\times(-0.00016)=-0.0026\) nm, which is the difference in the last row, 0.4% of the refitted bias.

## Several angles need not remove the bias

Suppose reflectances at several central angles \(\theta_i\), each with the same \(\delta\), are fitted with equal weights. To leading order the fit minimizes

\[
\sum_i\left(R_{w,i}\Delta w-S_i\right)^2,\qquad S_i=\frac{\delta^2R''_i}{6}.
\]

Setting the derivative with respect to \(\Delta w\) to zero gives \(\sum_iR_{w,i}(R_{w,i}\Delta w-S_i)=0\), hence

\[
\Delta w=\frac{\delta^2}{6}\,\frac{\sum_iR_{w,i}R''_i}{\sum_iR_{w,i}^2}
=\frac{\sum_iR_{w,i}^2D_i}{\sum_iR_{w,i}^2}.
\]

This is a weighted mean of the single-angle biases \(D_i\). It lies between the smallest and the largest of them, so cancellation requires biases of both signs. In the example, central angles of 55°, 60°, 65°, 70° and 75° give \(-0.107\), \(-0.132\), \(-0.165\), \(-0.212\) and \(-0.284\) nm. The formula for the joint fit gives \(-0.1797\) nm, and a nonlinear least-squares fit gives \(-0.1798\) nm.

What several angles do provide is a misfit. At 75° the averaging shift is \(15.9\times10^{-4}\), whereas the fitted width change accounts for \((-0.005617)(-0.1797)=10.1\times10^{-4}\). A residual of about \(6\times10^{-4}\) in reflectance remains. It can reveal the neglected spread if the reflectance is measured, and the rest of the model known, to better than that. A second free parameter can hide it. In a linearized fit of the same five angles, a free common angle offset takes the value \(0.07^\circ\) and leaves residuals of about \(10^{-5}\). A free height leaves at most \(1.6\times10^{-4}\), while the width comes out about \(1.0\) nm too large and the height about \(1.2\) nm too small.

## Light outside the plane of incidence

A lens also tilts rays out of the plane of incidence, by an angle \(v\). Let the lens rotate the electric field together with the ray, and let the detector accept both reflected polarizations. Reflection in the plane of incidence sends \(v\) to \(-v\) and leaves the grating unchanged. It reverses the overall sign of the incident field, which does not affect power. So \(R\) is even in \(v\), and to second order

\[
R(u,v)=R+R'u+\tfrac12R''u^2+\tfrac12R_{vv}v^2 .
\]

For a uniformly filled square, \(|u|,|v|\le\delta\), both mean squares are \(\delta^2/3\). For a uniformly filled disc of radius \(\delta\),

\[
\langle u^2+v^2\rangle=\frac{1}{\pi\delta^2}\int_0^\delta\rho^2\,2\pi\rho\,d\rho=\frac{\delta^2}{2},
\]

and by symmetry each direction has \(\delta^2/4\). Therefore

\[
\Delta w_{\rm square}=\frac{\delta^2(R''+R_{vv})}{6R_w},\qquad
\Delta w_{\rm disc}=\frac{\delta^2(R''+R_{vv})}{8R_w}.
\]

Here \(R_{vv}=0.4518\) per rad², and the sum of curvatures is 2.6278. The biases are \(-0.199\) nm for the square and \(-0.149\) nm for the disc; full refits agree with the estimates within 0.0002 nm. The in-plane estimate of \(-0.165\) nm is thus about 10% larger in size than the disc value, because a disc puts less weight at large \(|u|\), and here this outweighs the added curvature.

## Uneven filling brings back the slope

The cancellation of \(R'\) depends on a symmetric weight. Let the weight be \(1+gu/\delta\), with \(|g|<1\). Its mean angle is

\[
\langle u\rangle=\frac1{2\delta}\int_{-\delta}^{\delta}u\left(1+\frac{gu}{\delta}\right)du=\frac{g}{\delta}\,\frac{\delta^2}{3}=\frac{g\delta}{3},
\]

while \(\langle u^2\rangle\) is unchanged, because the added term is odd. The additional bias is \(g\delta R'/(3R_w)\). For \(g=0.05\) it is

\[
\frac{0.05\times0.05236\times0.7156}{3\times(-0.006028)}\ \text{nm}=-0.104\ \text{nm}.
\]

The mean angle has moved by \(0.05\times3^\circ/3=0.05^\circ\). An error of \(0.05^\circ\) in the assumed central angle, with the true angle the larger, likewise gives \(-0.104\) nm. The asymmetry that produces as much bias as the spread itself follows from \(gR'/3=\delta R''/6\):

\[
g=\frac{\delta R''}{2R'}=\frac{0.05236\times2.1760}{2\times0.7156}=0.08 .
\]

Correcting for the spread is therefore of limited use unless the central angle and the filling are known to this level.

## Where the estimate fails

### Vanishing sensitivity

As \(R_w\to0\), \(D\) diverges, but the fitted width need not. Retain the quadratic term in width:

\[
\tfrac12R_{ww}\Delta w^2+R_w\Delta w-S=0,\qquad
\Delta w=\frac{-R_w\pm\sqrt{R_w^2+2R_{ww}S}}{R_{ww}} .
\]

The linear estimate requires \(2|R_{ww}S|\ll R_w^2\). In the example the ratio of these quantities is \(8.5\times10^{-9}/3.6\times10^{-5}\), about \(2\times10^{-4}\). At \(R_w=0\), inserting \(S=\delta^2R''/6\) gives

\[
\Delta w=\pm\delta\sqrt{\frac{R''}{3R_{ww}}}
\]

if \(R''\) and \(R_{ww}\) have the same sign. The bias is then linear in \(\delta\), and the data do not choose its sign. With opposite signs, no nearby width reproduces the measured reflectance at this order.

### A diffraction threshold

In air, the order \(-1\) of a grating with period \(\Lambda\) has tangential wavenumber \(\sin\theta-\lambda/\Lambda\), in units of the free-space wavenumber. It begins to propagate at \(\theta_c\), where \(\sin\theta_c=\lambda/\Lambda-1\). With \(x=\theta-\theta_c\), its normal wavenumber is

\[
\sqrt{1-(-1+x\cos\theta_c)^2}\simeq\sqrt{2x\cos\theta_c},
\]

real for \(x>0\) and imaginary for \(x<0\). The specular amplitude generally contains a term linear in this quantity, so near threshold

\[
R\simeq R_c+a\sqrt{x}\ \ (x>0),\qquad R\simeq R_c+b\sqrt{-x}\ \ (x<0).
\]

For a centre at \(x_0>0\), \(R''=-a/(4x_0^{3/2})\), and the Taylor estimate of the shift is \(-a\delta^2/(24x_0^{3/2})\), which diverges as \(x_0\to0\). The actual shift for \(x_0<\delta\) is finite:

\[
S=\frac{a(\delta+x_0)^{3/2}+b(\delta-x_0)^{3/2}}{3\delta}-a\sqrt{x_0}.
\]

At \(x_0=0\) it is \((a+b)\sqrt\delta/3\), a different power of \(\delta\).

A second grating shows this: period 400 nm, linewidth 200 nm, other parameters and \(\delta=3^\circ\) unchanged. Its threshold is at \(35.63^\circ\). With the centre \(0.2^\circ\) above it, the Taylor shift is \(-0.0230\) and the true one \(+0.0042\): the sign is wrong and the size is over five times too large. The values \(0.2^\circ\) below are \(-0.0236\) and \(+0.0042\). Attributing the two Taylor shifts to the cusp alone gives \(a=0.041\) and \(b=0.043\). The expression for \(S\) then yields \(+0.0040\) above threshold, 6% below the true shift. The cusp thus accounts for most of the effect.

The 100 nm grating is safe from such thresholds. There \(\lambda/\Lambda=6.33\), so every nonzero order has tangential wavenumber of at least \(5.33\), above both 1 for air and 3.9 for the substrate.

## Beside a real measurement

The example is in the regime of dense photoresist lines on silicon seen in red light; its indices are rough typical values, and the half-angle of \(3^\circ\) is chosen for illustration. An instrument may use many wavelengths or several polarizations and fit several parameters, so \(-0.165\) nm belongs to this grating and polarization and is not a correction for a particular tool. Neither size nor sign carries over. With the electric field in the plane of incidence the same grating gives about \(+0.7\) nm. Heights of 60, 150 and 200 nm give \(-0.33\), \(-0.10\) and \(-0.015\) nm, and near 170 nm \(R_w\) passes through zero, where the estimate fails. The result also assumes that the rest of the grating is known. With the other inputs fixed, an assumed height 0.5 nm too large gives \(-0.50\) nm, three times the spread bias. The near equality of height and width sensitivities belongs to these parameters; nothing above requires it. An assumed line index 0.001 too large gives \(-0.105\) nm; for a material whose index changes by \(10^{-4}\) per kelvin, this corresponds to 10 K. A uniform source bandwidth of half-width 5 nm, at fixed indices, gives \(+0.003\) nm. A 1 nm rms width variation, treated as an average over separate uniform gratings, gives \(+0.0004\) nm. Sloped sidewalls, rounded corners and surface oxide are left out and have not been sized.

For a smooth response and a known grating, the remedy is to average the computed reflectance over the actual angular distribution before fitting. The estimate \(\delta^2R''/(6R_w)\) tells whether that effort matters beside the other errors. The remaining values are in the numerical output below.

## Computed results

```
period, width, height: 100, 50, 100 nm
wavelength: 633 nm; line index 1.6; substrate (3.9+0.02j)
incidence angle: 65 deg; half-width: 3 deg
half-width delta: 0.05236 rad; delta^2: 2.7416e-03 rad^2
R, mode solver: 0.37322; real-space grid: 0.37322
R at period 400 nm, modes: 0.34792; grid: 0.34786
largest change of R with 21 instead of 11 orders: 2.7e-06
R' : 0.7156 per rad
R'': 2.1760 per rad^2
R'''': 14.66 per rad^4
R_w : -0.006028 per nm; R_ww: -4.294e-06 per nm^2
averaged shift of R, formula: 9.9426e-04
averaged shift of R, quadrature: 9.9518e-04
half-width 1.5 deg: bias estimate -0.0412 nm, refit -0.0412 nm
half-width 3.0 deg: bias estimate -0.1650 nm, refit -0.1651 nm
half-width 6.0 deg: bias estimate -0.6598 nm, refit -0.6624 nm
main bias: -0.1650 nm = -165.0 pm
fourth-order angular term: -0.00015 nm
width-curvature term: -0.00001 nm
bias with both terms: -0.16511 nm; refit -0.16511 nm
angle 55 deg: R'' 1.2955 per rad^2, R_w -0.005555 per nm, bias -0.1066 nm
angle 60 deg: R'' 1.6856 per rad^2, R_w -0.005847 per nm, bias -0.1317 nm
angle 65 deg: R'' 2.1760 per rad^2, R_w -0.006028 per nm, bias -0.1650 nm
angle 70 deg: R'' 2.7772 per rad^2, R_w -0.005999 per nm, bias -0.2115 nm
angle 75 deg: R'' 3.4899 per rad^2, R_w -0.005617 per nm, bias -0.2839 nm
five-angle fit: estimate -0.1797 nm, refit -0.1798 nm
out-of-plane curvature R_vv: 0.4518 per rad^2
square window: estimate -0.1992 nm, refit -0.1993 nm
round pupil: estimate -0.1494 nm, refit -0.1495 nm
uneven filling g = 0.05: estimate -0.1036 nm, refit -0.1039 nm
true mean angle 0.05 deg above assumed: -0.1038 nm
assumed height 0.5 nm too large: -0.5000 nm
assumed line index 0.001 too large: -0.1054 nm
uniform bandwidth of half-width 5 nm: 0.0034 nm
width variation of 1 nm rms: 0.0004 nm
period 400 nm: threshold angle 35.63 deg
centre -0.2 deg from threshold: shift of R by formula -2.360e-02, true 4.170e-03
centre +0.2 deg from threshold: shift of R by formula -2.298e-02, true 4.224e-03
```
